# Is threshold switching in a phase-change memory cell already crystallization?: a program that tests the result

```python
# Result under test: a volatile electronic switch and permanent crystallization
# are separate events in a bistable conductance model with Joule heating.
# g: electronic activity; e: its unexcited value; w=(V/V0)^2: field drive
# tau dg/dt = -g + e + w g^2/(1+g^2); amorphous conductance = G1*g
# T: temperature; y: time integral of the crystallization rate k(T)
# x=1-exp(-y^3): crystalline area fraction, in parallel with the glass
# Units: ns, V, microsiemens, microampere, microwatt, K.
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq

e, V0, tau = 0.02, 0.4, 0.2
G1, Gc = 5.0, 80.0
T_room, R_th, tau_th = 300.0, 2.0, 2.0
E_act, T_ref, k_ref = 2.0, 700.0, 0.002   # eV, K, 1/ns
kB = constants.k / constants.e           # eV/K
V_pulse, V_hold, V_read = 1.6, 0.7, 0.1
t_short, t_long, t_rest = 10.0, 1000.0, 50.0


def drive(g, V):
    return -g + e + (V / V0)**2 * g*g / (1 + g*g)


def crystal_rate(T):
    return k_ref * np.exp(-E_act / kB * (1/T - 1/T_ref))


def crystal_fraction(y):
    return -np.expm1(-y**3)


def conductance(state):
    x = crystal_fraction(state[2])
    return (1 - x) * G1 * state[0] + x * Gc


def evolve(state, duration, V, ambient=T_room, event=None):
    def rhs(t, s):
        heating = R_th * conductance(s) * V**2
        return [drive(s[0], V) / tau,
                (ambient - s[1] + heating) / tau_th,
                crystal_rate(s[1])]
    return solve_ivp(rhs, (0, duration), state, method="LSODA",
                     rtol=1e-8, atol=[1e-10, 1e-7, 1e-12], events=event)


def run(segments):
    state, ends = [e, T_room, 0.0], []
    for duration, V, ambient in segments:
        sol = evolve(state, duration, V, ambient)
        assert sol.success
        state = sol.y[:, -1]
        ends.append(state)
    return ends


def stationary(V):
    roots = np.roots([1, -(e + (V / V0)**2), 1, -e])
    return np.sort(roots[np.abs(roots.imag) < 1e-8].real)


# Fold formulas, tested by time evolution just either side of each fold
g_peak = 1 / np.sqrt(3)
fold = lambda g: g**3 - g + 2*e
g_th, g_h = brentq(fold, 0, g_peak), brentq(fold, g_peak, 1)
V_th, V_h = [V0 * (1 + g*g) / np.sqrt(2*g) for g in (g_th, g_h)]


def late_activity(start, V):
    sol = solve_ivp(lambda t, g: drive(g, V) / tau, (0, 2000*tau),
                    [start], method="LSODA", rtol=1e-9, atol=1e-11)
    return sol.y[0, -1]


assert late_activity(e, 0.999*V_th) < 0.1
assert late_activity(e, 1.001*V_th) > 1
assert late_activity(16, 0.999*V_h) < 0.1
assert late_activity(16, 1.001*V_h) > 0.9

# Bistability exists only below the stated limit on e
e_limit = 1 / (3*np.sqrt(3))


def has_three_states(background):
    for w in np.linspace(0.1, 5, 20001):
        # discriminant of g^3 + b g^2 + g - background
        b, c, d = -(background + w), 1.0, -background
        disc = 18*b*c*d - 4*b**3*d + b*b*c*c - 4*c**3 - 27*d*d
        if disc > 0:
            return True
    return False


assert has_three_states(0.97*e_limit)
assert not has_three_states(1.03*e_limit)

# State count, S-shaped current curve and stability
assert [len(stationary(V)) for V in (0.5*V_h, 1.0, 1.1*V_th)] == [1, 3, 1]
curve = [(g, G1*g*V) for V in np.linspace(0.05, 1.8, 300)
         for g in stationary(V)]
curve = np.array(sorted(curve))
assert np.all(np.diff(curve[:, 1]) > 0)
for g, sign in zip(stationary(1.0), (-1, 1, -1)):
    h = 1e-5*g
    slope = (drive(g+h, 1.0) - drive(g-h, 1.0)) / (2*h)
    formula = -fold(g) / (g*(1 + g*g))
    assert slope*sign > 0 and abs(slope - formula) < 1e-6

# Switching delay: quadrature against the full time evolution
g_on = stationary(V_pulse)[-1]
delay = tau * quad(lambda g: 1/drive(g, V_pulse), e, g_on/2,
                   points=[0.03, 0.1, 1], limit=200)[0]
half_on = lambda t, s: s[0] - g_on/2
sol = evolve([e, T_room, 0], t_short, V_pulse, event=half_on)
assert abs(sol.t_events[0][0] / delay - 1) < 1e-3

# Recovery: zero-bias formula against evolution at the small read voltage
g_read = stationary(V_read)[0]
recovery = tau * np.log((g_on - e) / (0.01*e))
near_off = lambda t, s: s[0] - 1.01*g_read
sol = evolve([g_on, T_room, 0], t_rest, V_read, event=near_off)
recovery_ode = sol.t_events[0][0]
assert abs(recovery_ode / recovery - 1) < 0.03

# Joule temperature and half-crystallization time
P_on = G1*g_on*V_pulse**2
T_on = T_room + R_th*P_on
warm = evolve([e, T_room, 0], 30, V_pulse).y[:, -1]
assert abs(warm[1] - T_on) < 0.5
y_half = np.log(2)**(1/3)
t_half = y_half / crystal_rate(T_on)
half_crystal = lambda t, s: s[2] - y_half
sol = evolve([e, T_room, 0], t_long, V_pulse, event=half_crystal)
t_half_ode = sol.t_events[0][0]
assert abs((t_half_ode - delay) / t_half - 1) < 0.05
T_max = sol.y[1].max()

# Crystal coverage: random discs with nucleation and growth rates both
# proportional to 2s during 0<s<1, on a periodic unit square
rng = np.random.default_rng(7)
density, speed, covered = 265.0, 0.05, []
for _ in range(200):
    births = rng.random(rng.poisson(2*density))
    births = births[rng.random(len(births)) < births]
    centres = rng.random((len(births), 2))
    probes = rng.random((1000, 2))
    gap = np.abs(probes[:, None, :] - centres[None, :, :])
    gap = np.minimum(gap, 1 - gap)
    radius = speed * (1 - births**2)
    covered.append(np.any((gap**2).sum(2) < radius**2, axis=1).mean())
disc_sim = np.mean(covered)
disc_law = crystal_fraction((np.pi*density*speed**2/3)**(1/3))
assert abs(disc_sim - disc_law) < 0.01

# Five experiments, each followed by a cold low-voltage read
rest = (t_rest, V_read, T_room)
trigger = (t_short, V_pulse, T_room)
hold = (t_long, V_hold, T_room)
short = run([trigger, rest])
held = run([trigger, hold, rest])
untriggered = run([hold, rest])
long = run([(t_long, V_pulse, T_room), rest])
furnace = run([(t_long, 0.0, T_ref), rest])
G_off = G1*g_read
for result in (short, held, untriggered):
    assert abs(conductance(result[-1])/G_off - 1) < 0.01
assert short[0][0] > 0.9*g_on
assert held[1][0] > 1 and untriggered[0][0] < 0.1
assert conductance(long[-1]) > 100*G_off
assert conductance(furnace[-1]) > 100*G_off
assert furnace[0][0] < 1.01*e and long[-1][0] < 1.01*g_read

print(f"Background activity e = {e}; limit = {e_limit:.4f}")
print(f"Voltage scale V0 = {V0} V; electronic time = {tau} ns")
print(f"Conductance scale G1 = {G1} uS; crystal Gc = {Gc} uS")
print(f"Ambient = {T_room} K; thermal resistance = {R_th} K/uW")
print(f"Thermal time = {tau_th} ns; activation energy = {E_act} eV")
print(f"Reference rate = {k_ref} 1/ns at {T_ref} K")
print(f"Pulse, hold, read = {V_pulse}, {V_hold}, {V_read} V")
print(f"Short, long, rest = {t_short}, {t_long}, {t_rest} ns")
print(f"Fold activities: threshold {g_th:.5f}, holding {g_h:.5f}")
print(f"Threshold voltage = {V_th:.4f} V")
print(f"Holding voltage = {V_h:.4f} V")
print(f"Threshold current = {G1*g_th*V_th:.4f} uA")
print(f"Holding current = {G1*g_h*V_h:.4f} uA")
print("Three activities at 1 V =", np.round(stationary(1.0), 5))
print(f"Pulse on activity = {g_on:.4f}")
print(f"Pulse on conductance = {G1*g_on:.3f} uS")
print(f"Pulse on current = {G1*g_on*V_pulse:.2f} uA")
print(f"Pulse power = {P_on:.2f} uW; steady T = {T_on:.2f} K")
print(f"Switching delay to half activity = {delay:.3f} ns")
print(f"Recovery to 1%: zero-bias formula = {recovery:.3f} ns")
print(f"Recovery to 1%: evolution at read bias = {recovery_ode:.3f} ns")
print(f"Rate at pulse steady T = {crystal_rate(T_on):.6f} 1/ns")
print(f"Half-crystal time: constant-T estimate = {t_half:.2f} ns")
print(f"Half-crystal time: full evolution = {t_half_ode:.2f} ns")
print(f"Highest long-pulse temperature = {T_max:.2f} K")
print(f"Disc coverage: simulation {disc_sim:.4f}, law {disc_law:.4f}")
print(f"Off read conductance = {G_off:.6f} uS")
for name, result in (("Short pulse", short), ("Trigger + hold", held),
                     ("Hold alone", untriggered), ("Long pulse", long),
                     ("Furnace", furnace)):
    before, after = result[-2], result[-1]
    print(f"{name}, before read: G = {conductance(before):.5f} uS, "
          f"T = {before[1]:.2f} K")
    print(f"{name}, after rest: x = {crystal_fraction(after[2]):.3e}, "
          f"G = {conductance(after):.6f} uS")
T_hold = held[1][1]
print(f"1/k at held-on T = {1e-9/crystal_rate(T_hold):.3e} s")
print(f"1/k at ambient T = {1e-9/crystal_rate(T_room):.3e} s")
print("finished without a failed check")
```

It prints:

```
Background activity e = 0.02; limit = 0.1925
Voltage scale V0 = 0.4 V; electronic time = 0.2 ns
Conductance scale G1 = 5.0 uS; crystal Gc = 80.0 uS
Ambient = 300.0 K; thermal resistance = 2.0 K/uW
Thermal time = 2.0 ns; activation energy = 2.0 eV
Reference rate = 0.002 1/ns at 700.0 K
Pulse, hold, read = 1.6, 0.7, 0.1 V
Short, long, rest = 10.0, 1000.0, 50.0 ns
Fold activities: threshold 0.04006, holding 0.97937
Threshold voltage = 1.4153 V
Holding voltage = 0.5599 V
Threshold current = 0.2835 uA
Holding current = 2.7419 uA
Three activities at 1 V = [0.02343 0.13979 6.10678]
Pulse on activity = 15.9574
Pulse on conductance = 79.787 uS
Pulse on current = 127.66 uA
Pulse power = 204.25 uW; steady T = 708.51 K
Switching delay to half activity = 1.794 ns
Recovery to 1%: zero-bias formula = 2.257 ns
Recovery to 1%: evolution at read bias = 2.280 ns
Rate at pulse steady T = 0.002978 1/ns
Half-crystal time: constant-T estimate = 297.14 ns
Half-crystal time: full evolution = 304.01 ns
Highest long-pulse temperature = 709.60 K
Disc coverage: simulation 0.4991, law 0.5003
Off read conductance = 0.100125 uS
Short pulse, before read: G = 79.78706 uS, T = 701.53 K
Short pulse, after rest: x = 1.353e-07, G = 0.100136 uS
Trigger + hold, before read: G = 13.58591 uS, T = 313.31 K
Trigger + hold, after rest: x = 1.382e-07, G = 0.100136 uS
Hold alone, before read: G = 0.10701 uS, T = 300.10 K
Hold alone, after rest: x = 2.528e-57, G = 0.100125 uS
Long pulse, before read: G = 80.00000 uS, T = 709.60 K
Long pulse, after rest: x = 1.000e+00, G = 80.000000 uS
Furnace, before read: G = 79.96826 uS, T = 700.00 K
Furnace, after rest: x = 9.996e-01, G = 79.968337 uS
1/k at held-on T = 2.954e+11 s
1/k at ambient T = 7.909e+12 s
finished without a failed check
```
